\section*{Average Failure Probability under Gaussian Dose Variation}

\section*{The problem}

A contact hole printed by extreme-ultraviolet lithography may fail to open. Let $p(D)$ be the probability that one hole fails when its local mean dose is $D$. Here "local mean" means the dose averaged over the random arrival of photons, so photon shot noise inside the hole is one of the causes of failure already counted in $p(D)$.

Suppose that the natural logarithm of $p$ falls linearly with dose,
\begin{equation}
\ln p(D)=\ln p_0-s\,(D-D_0),\qquad s>0, \label{law}
\end{equation}
where $D_0$ is the average dose and $p_0=p(D_0)$. The local mean dose varies between holes, fields or wafers. Write $x=D-D_0$, and let $x$ be Gaussian with mean zero and standard deviation $d$:
\begin{equation}
g(x)=\frac{1}{d\sqrt{2\pi}}\,e^{-x^2/(2d^2)} .
\end{equation}
Angle brackets denote an average over $g$, and $\Phi(z)$ is the probability that a standard Gaussian variable is less than $z$.

The numerical case has $D_0=40$ mJ/cm$^2$, $d=0.6$ mJ/cm$^2$ and $p_0=10^{-8}$. The failure probability falls by one decade for each 2 mJ/cm$^2$ of added dose.

\section*{(a) The average failure probability}

\textbf{Question.} Find $\langle p\rangle$ for the law (\ref{law}), and evaluate it.

\textbf{Solution.} At a given dose the failure probability is $p_0e^{-sx}$. Weighting it with the probability of that dose gives
\begin{equation}
\langle p\rangle=\frac{p_0}{d\sqrt{2\pi}}\int_{-\infty}^{\infty}
\exp\!\left(-sx-\frac{x^2}{2d^2}\right)dx .
\end{equation}
To complete the square, expand
\begin{equation}
-\frac{(x+sd^2)^2}{2d^2}=-\frac{x^2}{2d^2}-sx-\frac{s^2d^2}{2}.
\end{equation}
The first two terms on the right are the exponent in the integral, so
\begin{equation}
-sx-\frac{x^2}{2d^2}=-\frac{(x+sd^2)^2}{2d^2}+\frac{s^2d^2}{2}. \label{square}
\end{equation}
The last term does not depend on $x$ and comes out of the integral. What remains is a normalized Gaussian centred at $-sd^2$, whose integral is one. Hence
\begin{equation}
\langle p\rangle=p_0M,\qquad M=e^{s^2d^2/2}. \label{main}
\end{equation}

The factor exceeds one although the average dose is unchanged. A deviation to low dose adds more failures than an equal deviation to high dose removes, because $e^{-sx}$ is convex. For $sd\ll1$, $M\approx1+s^2d^2/2$. Doubling $d$ at fixed $s$ multiplies the exponent by four.

The slope must be a natural-log slope. One decade per 2 mJ/cm$^2$ means
\begin{equation}
s=\frac{\ln 10}{2}=1.151\ \text{per mJ/cm}^2 .
\end{equation}
Then $sd=0.691$, the exponent is $0.691^2/2=0.239$, and $M=1.269$. The average failure probability is $1.27\times10^{-8}$. Direct numerical integration gives the same factor. Inserting the decade slope, 0.5 per mJ/cm$^2$, in place of $s$ would give 1.046, which is wrong.

The factor $M$ multiplies the mean number of failures whether the dose varies between holes, fields or wafers, but it does not fix the yield. For $10^8$ holes in the example, the fraction of failure-free groups is $e^{-1}=36.8\%$ without variation, $e^{-M}=28.1\%$ if each hole has its own dose, and $\langle\exp(-e^{-sx})\rangle=37.3\%$ if all holes share one dose.

\section*{(b) The doses at which failures occur}

\textbf{Question.} What is the distribution of dose among the failed holes?

\textbf{Solution.} By Bayes' rule, the density of $x$ given failure is the joint density of dose and failure divided by the total failure probability. Using (\ref{square}),
\begin{equation}
g_{\rm f}(x)=\frac{p_0e^{-sx}g(x)}{p_0M}
=\frac{1}{d\sqrt{2\pi}}\exp\!\left[-\frac{(x+sd^2)^2}{2d^2}\right]. \label{failed}
\end{equation}
This is a Gaussian of unchanged width $d$, with its mean moved down by $sd^2$. The share of failures that occur below the average dose is
\begin{equation}
\int_{-\infty}^{0}g_{\rm f}(x)\,dx=\Phi\!\left(\frac{0+sd^2}{d}\right)=\Phi(sd).
\end{equation}

In the example the shift is $1.151\times0.6^2=0.414$ mJ/cm$^2$, and 75.5\% of failures lie below 40 mJ/cm$^2$. The failures are therefore centred at about 39.6 mJ/cm$^2$. This is the region in which the straight line must be accurate. Good agreement at $D_0$ alone is not enough.

\section*{(c) The dose penalty and the averaged curve}

\textbf{Question.} How much must the average dose rise to bring the average failure probability back to $p_0$? How does dose variation change a measured curve of failure against average dose?

\textbf{Solution.} Move the average dose to $D_0+m$ while keeping $d$ fixed. The dose is then $D_0+m+x$, and
\begin{equation}
\langle p\rangle_m=p_0\langle e^{-s(m+x)}\rangle
=p_0e^{-sm}e^{s^2d^2/2}. \label{shifted}
\end{equation}
Setting this equal to $p_0$ requires $sm=s^2d^2/2$, so
\begin{equation}
m=\frac{sd^2}{2}.
\end{equation}
This is half the shift found in (b). In the example it is 0.207 mJ/cm$^2$, about 0.5\% of the average dose. The result counts only the failure to open. Real holes also fail at high dose, for instance by merging with neighbours. If such a mode adds $rp_0e^{sx}$, the averaged total $p_0M(e^{-sm}+re^{sm})$ has the minimum $2p_0M\sqrt r$. For $r=0.5$ this is 1.20 times the total $p_0(1+r)$ without variation, so no change of dose restores it.

Equation (\ref{shifted}) also gives $d\ln\langle p\rangle_m/dm=-s$. Within the linear law and at fixed $d$, dose variation raises the curve without changing its slope. If $d$ instead grows in proportion to the average dose, the slope at $D_0$ becomes $-s+s^2d^2/D_0$, which is about 1\% less steep in the example. If the measured curve already contains the full variation $d$, its level already includes $M$, and multiplying by $M$ again would count the variation twice. If it contains a spread $d_1$ and the process to be predicted has a spread $d_2$, both Gaussian, the ratio of the two averages at the same mean dose is
\begin{equation}
\frac{e^{s^2d_2^2/2}}{e^{s^2d_1^2/2}}=e^{s^2(d_2^2-d_1^2)/2}.
\end{equation}

\section*{(d) A probability cannot exceed one}

\textbf{Question.} Replace (\ref{law}) by the same line cut off at $p=1$. When does (\ref{main}) remain accurate?

\textbf{Solution.} The line reaches one when $p_0e^{-sx}=1$, that is, at $x=-a$ with
\begin{equation}
a=\frac{\ln(1/p_0)}{s}.
\end{equation}
Below this point $p=1$, and above it the line applies. Split the average there and use (\ref{failed}) in the form $e^{-sx}g=Mg_{\rm f}$:
\begin{align}
\langle p\rangle&=\int_{-\infty}^{-a}g\,dx+p_0M\int_{-a}^{\infty}g_{\rm f}\,dx\nonumber\\
&=\Phi\!\left(-\frac ad\right)+p_0M\,\Phi(z),\qquad z=\frac{a-sd^2}{d}. \label{cap}
\end{align}
The second integral is the probability that a Gaussian of mean $-sd^2$ and width $d$ exceeds $-a$, which gives $\Phi(z)$.

The simple result is accurate when $z$ is well above one, so that $\Phi(z)\approx1$. The other term is then small too. To see this, let $\varphi$ be the standard Gaussian density. Since $a/d=z+sd$ and $p_0=e^{-sa}=e^{-sdz-s^2d^2}$,
\begin{equation}
p_0M\varphi(z)=\frac{e^{-sdz-s^2d^2/2-z^2/2}}{\sqrt{2\pi}}
=\varphi(z+sd)=\varphi(a/d).
\end{equation}
For $y>0$ the tail obeys $\Phi(-y)<\varphi(y)/y$, because $\int_y^\infty\varphi(t)\,dt<\int_y^\infty(t/y)\varphi(t)\,dt=\varphi(y)/y$. The first term of (\ref{cap}) is therefore below $p_0M\varphi(z)\,d/a$, a small fraction of $p_0M$.

In the example $a=16$ mJ/cm$^2$, so $z=(16-0.41)/0.6\approx26$, and the cut-off is negligible. A harsh case at the same slope has $p_0=0.01$ and $d=3$ mJ/cm$^2$. Here $a=4$ mJ/cm$^2$, while $sd^2=10.4$ mJ/cm$^2$. Equation (\ref{main}) would put most failures where the line exceeds one, and it returns an impossible "probability" of 3.89. Equation (\ref{cap}) and direct integration give 0.157.

A Gaussian also assigns some probability to negative doses. They lie $40/0.6\approx67$ standard deviations below the mean in the example and have no practical weight.

\section*{(e) A curve that is not straight}

\textbf{Question.} Add a curvature $c$, so that $\ln(p/p_0)=-sx+cx^2/2$. Find the new factor, and apply it to a model in which a hole fails when too few events occur in it.

\textbf{Solution.} With $q=1-cd^2$, the exponent in the average becomes
\begin{equation}
-sx-\frac{q\,x^2}{2d^2}
=-\frac{q}{2d^2}\left(x+\frac{sd^2}{q}\right)^2+\frac{s^2d^2}{2q}.
\end{equation}
The Gaussian now has width $d/\sqrt q$. Its integral is $d\sqrt{2\pi/q}$, and the prefactor $1/(d\sqrt{2\pi})$ leaves $1/\sqrt q$:
\begin{equation}
M_c=\frac{1}{\sqrt{q}}\exp\!\left(\frac{s^2d^2}{2q}\right),\qquad cd^2<1. \label{curved}
\end{equation}
If $cd^2\geq1$ the integral diverges. The quadratic then cannot be used over the whole axis, since a true probability stays below one. For $|cd^2|\ll1$, use $1/q\approx1+cd^2$ and $-\tfrac12\ln q\approx cd^2/2$ to obtain
\begin{equation}
\ln M_c\approx\frac{s^2d^2}{2}+\frac{cd^2}{2}\,(1+s^2d^2). \label{smallc}
\end{equation}

For the counting model, let the number of effective events in a hole be Poisson with mean $\mu=\mu_0D/D_0$, and let the hole fail when the number is at most $n_0$:
\begin{equation}
p=\sum_{n=0}^{n_0}\frac{e^{-\mu}\mu^n}{n!}.
\end{equation}
In the derivative with respect to $\mu$, neighbouring terms cancel and leave $dp/d\mu=-e^{-\mu}\mu^{n_0}/n_0!$. The slope at $D_0$ is therefore
\begin{equation}
s=\frac{\mu_0}{D_0}\,\frac{e^{-\mu_0}\mu_0^{n_0}/n_0!}{p(D_0)} .
\end{equation}
Matching this to the example's slope, and choosing the integer $n_0$ that brings $p(D_0)$ closest to $10^{-8}$, gives $n_0=35$, $\mu_0=80.3$ and $p(D_0)=1.02\times10^{-8}$. These counts are fitted to the assumed failure curve and should not be read as numbers of absorbed photons. The curvature at $D_0$ is $c=-0.0207$ per (mJ/cm$^2$)$^2$.

Thus $cd^2=-0.00745$, and (\ref{smallc}) predicts a change of $-0.00745\times1.477/2=-0.0055$ in the logarithm. Integration over the full Poisson curve gives a factor of 1.262, which is 0.55\% below the straight-line value. Equation (\ref{curved}) gives 1.263. The error of the line grows with $d$: at $d=1.2$ mJ/cm$^2$ and the same slope, the line gives 2.60 and the counting model 2.48.

This model also illustrates why counting noise, such as photon shot noise, must stay out of $d$. The relative spread of the count is $1/\sqrt{\mu_0}$, equivalent to a dose spread of $40/\sqrt{80.3}=4.46$ mJ/cm$^2$. The Poisson sum has already averaged over these fluctuations, so averaging over them again counts them a second time. Averaging the Poisson curve over a Gaussian of this width gives a spurious factor of about $4\times10^3$. Equation (\ref{main}) would give $5\times10^5$, but at this width $z=-1.55$, so by part (d) the straight line no longer applies, and the extra two decades come from its breakdown.

\section*{(f) A dose distribution that is not Gaussian}

\textbf{Question.} Keep the straight line and the standard deviation $d$, but change the shape of the dose distribution. What happens to the factor?

\textbf{Solution.} When the average exists, $\ln\langle e^{-sx}\rangle$ is the cumulant generating function of $x$ evaluated at $-s$. With zero mean, variance $d^2$ and third cumulant $\kappa_3=\langle x^3\rangle$, its expansion begins
\begin{equation}
\ln\langle e^{-sx}\rangle=\frac{s^2d^2}{2}-\frac{s^3\kappa_3}{6}+\cdots .
\end{equation}
For a distribution skewed towards low dose, meaning $\kappa_3<0$, the third-order term raises the factor.

As an example take a reversed gamma distribution, $x=-\theta(G-k)$, where $G$ has density $G^{k-1}e^{-G}/\Gamma(k)$. Both the mean and the variance of $G$ equal $k$, so $\theta=d/\sqrt k$ gives the required spread. The skewness of $x$ is $-2/\sqrt k$, which is $-0.5$ for $k=16$. The third-order term is then $0.5\,(0.691)^3/6=0.027$. The exponent rises from 0.239 to 0.266, which gives a factor of 1.305. Full integration gives 1.310, or 3.2\% above the Gaussian value. For this distribution the average exists only when $s\theta<1$, that is $sd<\sqrt k$; here $s\theta=0.173$.

A uniform distribution between $-w$ and $w$ has variance $w^2/3$, so $w=\sqrt3\,d$. Its factor is
\begin{equation}
\frac{1}{2w}\int_{-w}^{w}e^{-sx}dx=\frac{\sinh(sw)}{sw}=1.256,
\end{equation}
which is 1.0\% below the Gaussian value.

Finally, suppose that doses outside $\pm kd$ are rejected, where $k$ now denotes the limit and $d$ the spread before rejection. The accepted fraction is $2\Phi(k)-1$. Integrating $Mg_{\rm f}$ between the limits gives
\begin{equation}
M_k=M\,\frac{\Phi(k+sd)-\Phi(-k+sd)}{2\Phi(k)-1}
=M\,\frac{\Phi(k-sd)-\Phi(-k-sd)}{2\Phi(k)-1},
\end{equation}
where the second form follows from $\Phi(-y)=1-\Phi(y)$. For $k=3$ in the example the factor is 1.259, which is 0.8\% below the value without rejection.

\section*{Table of computed values}
\begin{verbatim}
mean dose: 40.0 mJ/cm2
dose per decade of failure probability: 2.0 mJ/cm2
slope in decades: 0.500 per mJ/cm2
natural-log slope s: 1.1513 per mJ/cm2
dose standard deviation d: 0.60 mJ/cm2
relative dose standard deviation: 1.50 %
failure probability at mean dose p0: 1.0e-08
s*d: 0.6908
exponent s^2 d^2/2: 0.2386
factor, formula: 1.26945
factor, quadrature: 1.26945
average failure probability: 1.2695e-08
wrong factor if decade slope is used as s: 1.0460
mean dose shift among failures: -0.4145 mJ/cm2
dose spread among failures: 0.6000 mJ/cm2
share of failures below mean dose: 75.51 %
extra mean dose that restores p0: 0.2072 mJ/cm2
dose drop at which line reaches p=1: 16.00 mJ/cm2
stress case: p0 = 0.01, d = 3.0 mJ/cm2
stress case, simple formula: 3.894
stress case, average with p<=1: 0.1573
counting model: threshold count 35, mean count 80.33
counting model: failure probability at mean dose 1.025e-08
counting model: curvature c -0.02070 per (mJ/cm2)^2
counting model: factor by quadrature 1.26241
counting model: factor by curved formula 1.26252
counting model: change from straight line -0.55 %
counting model: dose shift among failures -0.4113 mJ/cm2
counting model: slope after averaging 1.1425 per mJ/cm2
counting model: shot noise as a dose spread 4.46 mJ/cm2
wrong factor if shot noise is put into d: 5.40e+05
scan d = 0.2 mJ/cm2: line 1.0269, counting model 1.0264
scan d = 0.4 mJ/cm2: line 1.1119, counting model 1.1096
scan d = 0.8 mJ/cm2: line 1.5283, counting model 1.5094
scan d = 1.2 mJ/cm2: line 2.5970, counting model 2.4847
skewed dose, skewness -0.50: factor 1.3102, change 3.21 %
skewed dose, third-cumulant formula: 1.3048
uniform dose: factor 1.2563, change -1.04 %
dose limited to +-3 d: factor 1.2594, change -0.79 %
assumed strength of each added failure mode: 1.0e-09
assumed rise of high-dose mode: one decade per 4.0 mJ/cm2
with constant floor: factor of total 1.2450, change -1.93 %
with high-dose mode: factor of total 1.2505, change -1.49 %
holes per group: 1.0e+08
mean failures per group: no dose variation 1.000, with variation 1.2695
sampled mean failures per group: 1.2686 +- 0.0024
failure-free groups, no dose variation: 36.79 %
failure-free groups, independent doses: 28.10 %
failure-free groups, shared dose: 37.33 %
failure-free groups, sampled shared dose: 37.30 +- 0.08 %
\end{verbatim}
